# Poole-Frenkel lowering, classical ionisation field and Hartke's average for a Coulomb centre

## Form of the answer from dimensions

A carrier bound to a Coulomb centre in a uniform field has the potential energy

$$V(\mathbf r)=-\frac{C}{r}-f z. \qquad (1)$$

Here $C$ is an energy times a length, and $f$ is an energy divided by a length. The one combination $C^p f^q$ that is an energy has $p+q=1$ and, since the length must cancel, $p-q=0$. It is therefore $\sqrt{Cf}$. In the same way the one length is $\sqrt{C/f}$. Any barrier lowering that follows from (1) alone must be

$$\Delta\Phi=\text{number}\times\sqrt{Cf},$$

and so it grows as the square root of the field. A level of binding energy $E_i$ can meet the barrier top only at a force $f_c=\text{number}\times E_i^2/C$. If thermal emission depends on the field through $\Delta\Phi/k_BT$ alone, its enhancement is a function of that single ratio. What remains is to find the two numbers and the function.

## Conventions

The carrier has charge of magnitude $e$, and $z$ points along the force that the field exerts on it. For an electron this is opposite to the field vector. The field has magnitude $F$, so $f=eF>0$. The centre is neutral when occupied and carries one elementary charge, of sign opposite to the carrier's, once it is emptied. A donor emitting an electron is such a centre. Energies are measured from the band edge at the position of the centre, with the field term set to zero there.

The host enters through its static relative permittivity $\epsilon_r$:

$$C=\frac{e^2}{4\pi\epsilon_0\epsilon_r}\ \text{(SI)},\qquad C=\frac{e^2}{\epsilon}\ \text{(Gaussian)}.$$

This continuum description requires the important distances to be many lattice spacings. The static value of $\epsilon_r$ applies only if the motion at the saddle is slow compared with the optical phonons, that is, if $\hbar\omega$ of (12) below is well under their energy. In a polar insulator at MV/cm fields this fails. For $\epsilon_r=7$, $m^*=0.5$ electron masses and $F=1$ MV/cm, the saddle lies 1.4 nm from the centre and $\hbar\omega\approx150$ meV. The high-frequency permittivity is then the more appropriate one, and (12) is barely met at room temperature. If the emptied centre has charge $Ze$, every $C$ in the barrier formulas below is replaced by $ZC$, and the lowering grows by $\sqrt Z$.

## The saddle point

The first derivatives of (1) are

$$\frac{\partial V}{\partial x}=\frac{Cx}{r^3},\qquad
\frac{\partial V}{\partial y}=\frac{Cy}{r^3},\qquad
\frac{\partial V}{\partial z}=\frac{Cz}{r^3}-f.$$

The first two vanish only for $x=y=0$. Then $r=|z|$, and the third requires $Cz/|z|^3=f$. Since $f>0$, $z$ is positive, and

$$\frac{C}{z^2}=f\quad\Rightarrow\quad z=r_0=\sqrt{\frac{C}{f}}. \qquad (2)$$

At this point the attraction of the centre balances the force of the field. Differentiating once more gives

$$\frac{\partial^2V}{\partial x^2}=\frac{C}{r^3}-\frac{3Cx^2}{r^5},\qquad
\frac{\partial^2V}{\partial z^2}=\frac{C}{r^3}-\frac{3Cz^2}{r^5}.$$

At the stationary point these are $C/r_0^3$ and $-2C/r_0^3$; the $y$ direction is like $x$, and the mixed derivatives vanish. The energy rises across the axis and falls along it in both directions. The point is a saddle, a mountain pass between the well and the region downfield.

Its height follows by inserting (2). Both terms are equal there, $C/r_0=fr_0=\sqrt{Cf}$, so

$$V(r_0)=-2\sqrt{Cf}.$$

Without the field a carrier must reach energy zero to leave. With it, the pass lies lower by

$$\Delta\Phi=2\sqrt{Cf}. \qquad (3)$$

The factor 2 has two equal parts: the Coulomb energy still unpaid at $r_0$, and the work done by the field on the way there. In the two unit systems

$$\Delta\Phi=2\sqrt{\frac{e^3F}{\epsilon}}\ \text{(Gaussian)},\qquad
\Delta\Phi=2\sqrt{\frac{e^3F}{4\pi\epsilon_0\epsilon_r}}=\sqrt{\frac{e^3F}{\pi\epsilon_0\epsilon_r}}\ \text{(SI)}.$$

In the last step the 2 has entered the root as 4 and cancelled the 4 in $4\pi$.

**No route has a lower pass.** On the sphere $r=r_0$, with $\theta$ the angle from the $z$ axis,

$$V=-\frac{C}{r_0}-fr_0\cos\theta=-\sqrt{Cf}\,(1+\cos\theta)\ \ge\ -2\sqrt{Cf}.$$

A path from the centre to large distance must cross this sphere, so its highest energy is at least $-2\sqrt{Cf}$. The path along the positive axis does no worse, because completing the square gives

$$-\frac Cz-fz=-2\sqrt{Cf}-\left(\sqrt{\frac Cz}-\sqrt{fz}\right)^2\le-2\sqrt{Cf}.$$

Hence (3) is the lowering for the best possible route, not merely for motion along the axis.

## Classical ionisation field

Let the level stay at $-E_i$ as the field is raised. The pass comes down to it when $2\sqrt{Cf_c}=E_i$. Squaring gives $4Cf_c=E_i^2$, so

$$f_c=eF_c=\frac{E_i^2}{4C}. \qquad (4)$$

In Gaussian units this is $F_c=\epsilon E_i^2/(4e^3)$. Since $E_i=2\sqrt{Cf_c}$, division of (3) by $E_i$ gives a convenient form,

$$\frac{\Delta\Phi}{E_i}=\sqrt{\frac{F}{F_c}}. \qquad (5)$$

For a shallow level in an isotropic band of effective mass $m^*$, $E_i$ can be obtained from the ground-state radial function $u=re^{-r/a}$. Its second derivative is

$$u''=\left(-\frac2a+\frac r{a^2}\right)e^{-r/a}=\left(\frac1{a^2}-\frac2{ar}\right)u.$$

Insert this into $-(\hbar^2/2m^*)u''-(C/r)u=Eu$. The terms in $1/r$ cancel if $\hbar^2/(m^*a)=C$, and the constant terms give $E=-\hbar^2/(2m^*a^2)$. Therefore

$$a=\frac{\hbar^2}{m^*C},\qquad E_i=\frac{C}{2a},\qquad f_c=\frac{1}{4C}\,\frac{C^2}{4a^2}=\frac{C}{16a^2}. \qquad (6)$$

At this field the saddle lies at $\sqrt{C/f_c}=4a$. If short-range forces at the impurity core shift the level away from the hydrogenic value, (4) with the actual $E_i$ is the form to use.

Two limits belong to (4). First, the level was held fixed. The shift linear in the field vanishes for a ground state of even parity, because the mean value of $z$ is then zero, but the higher-order Stark shift is neglected. For the hydrogenic level the quadratic shift at $F_c$ deepens the level by about 2% of $E_i$, which would raise $F_c$ by about 4%. Secondly, $F_c$ marks where classical escape becomes possible. Below it the allowed region around the centre is closed. Above it a carrier moving outward along the positive axis keeps a positive kinetic energy and leaves, but an open pass does not guarantee that a carrier on some other orbit finds it. In quantum mechanics the carrier can also tunnel below $F_c$, so there is no sharp threshold.

## Thermal emission along the axis

Suppose that the rate is a prefactor times a Boltzmann factor, and that the prefactor does not depend on the field. The barrier is $E_i$ without the field and $E_i-\Delta\Phi$ with it. The ratio of the rates is

$$\frac{e^{-(E_i-\Delta\Phi)/k_BT}}{e^{-E_i/k_BT}}=e^{\gamma},\qquad \gamma=\frac{\Delta\Phi}{k_BT}. \qquad (7)$$

The binding energy has cancelled. This one-dimensional law gives every emitted carrier the full lowering, whatever its direction.

## Hartke's average over directions

Hartke's model lets carriers leave isotropically along straight rays, each with its own barrier. On a ray at angle $\theta$, $z=r\cos\theta$ and

$$V(r)=-\frac Cr-fr\cos\theta,\qquad \frac{dV}{dr}=\frac C{r^2}-f\cos\theta.$$

**Forward hemisphere**, $\cos\theta>0$. The derivative vanishes at $r=r_0/\sqrt{\cos\theta}$, and it changes there from positive to negative, so this is a maximum. The problem is the axial one with $f$ replaced by $f\cos\theta$, and (3) gives the lowering

$$2\sqrt{Cf\cos\theta}=\Delta\Phi\sqrt{\cos\theta}.$$

**Backward hemisphere**, $\cos\theta\le0$. The derivative is positive at all $r$. The energy rises steadily and there is no barrier top to insert into a Boltzmann factor. The model assigns these directions their zero-field rate. This is an assumption, not a consequence of (1).

The enhancement is the mean over solid angle of $e^{\gamma\sqrt{\cos\theta}}$ in front and of 1 behind. With $d\Omega=2\pi\sin\theta\,d\theta$ and $u=\cos\theta$, division by $4\pi$ leaves

$$H(\gamma)=\frac12\int_{-1}^{0}du+\frac12\int_0^1e^{\gamma\sqrt u}\,du.$$

The first term is $1/2$. In the second put $u=s^2$, $du=2s\,ds$:

$$H(\gamma)=\frac12+\int_0^1 s\,e^{\gamma s}\,ds. \qquad (8)$$

Integration by parts gives

$$\int_0^1 s\,e^{\gamma s}ds=\left[\frac{s\,e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2},$$

and over a common denominator

$$H(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}. \qquad (9)$$

The straight rays are a simplification. An off-axis ray maximum is not a stationary point of $V$: the field still exerts a sideways force $f\sin\theta$ that turns the carrier towards the axis. Equation (9) is thus the exact average of the stated model, not an exact escape rate.

## Limits, slope and evaluation

**Small $\gamma$.** Expanding the exponential in (8) and integrating term by term gives

$$H=\frac12+\sum_{n=0}^{\infty}\frac{\gamma^n}{n!\,(n+2)}
=1+\frac\gamma3+\frac{\gamma^2}8+\frac{\gamma^3}{30}+\frac{\gamma^4}{144}+\dots \qquad (10)$$

The result tends to 1 at zero field, as it must. Had the backward rate been set to zero, the limit would have been $1/2$. The first correction is proportional to $\sqrt F$. It should not be trusted in detail: for $\gamma<1$ the barrier changes by less than $k_BT$, and $r_0$ grows without limit as $F\to0$, so that other centres and scattering intervene.

**Large $\gamma$.** The term $\gamma e^\gamma/\gamma^2$ dominates (9), and $H\approx e^\gamma/\gamma$, with a relative correction $-1/\gamma$ at next order. The factor $1/\gamma$ is the narrowing of the useful cone. Near the axis $\sqrt{\cos\theta}\approx1-\theta^2/4$, so the rate falls as $e^{-\gamma\theta^2/4}$, and the solid angle that contributes shrinks as $1/\gamma$.

**Bounds.** For $0<s<1$ and $\gamma>0$, $1<e^{\gamma s}<e^\gamma$. Inserted into (8), with $\int_0^1s\,ds=1/2$, this gives

$$1<H<\tfrac12+\tfrac12e^\gamma<e^\gamma.$$

**Slope of a plot against $\sqrt F$.** At fixed temperature $\gamma\propto\sqrt F$. The one-dimensional law makes the logarithm of the rate a straight line with slope 1 in $\gamma$. From (8), $H'=\int_0^1s^2e^{\gamma s}ds$, which is positive and smaller than $\int_0^1s\,e^{\gamma s}ds<H$. Hence

$$0<\frac{d\ln H}{d\gamma}<1.$$

The slope starts at $1/3$ and approaches 1 for large $\gamma$. If data that obey (9) are fitted with (7), the fitted lowering coefficient is too small by this factor. As $\Delta\Phi\propto\epsilon_r^{-1/2}$, the permittivity inferred from it is too large by the inverse square of the factor.

**Numerical evaluation.** For small $\gamma$ the numerator in (9) is the difference of two numbers close to 1. The difference itself is only about $\gamma^2/2$, so digits are lost. Below $\gamma=0.1$ the terms shown in (10) suffice; the first omitted one is $\gamma^5/840$, at most about $10^{-8}$. For large $\gamma$, overflow is avoided by taking $e^\gamma$ out of (9):

$$\ln H=\gamma+\ln\left[\frac{\gamma-1}{\gamma^2}+e^{-\gamma}\left(\frac12+\frac1{\gamma^2}\right)\right].$$

## When emission goes over the barrier

A carrier may also be excited part of the way and tunnel through the rest. Let its energy be $-d$ with $\Delta\Phi\le d\le E_i$. On the axis the turning points satisfy $C/z+fz=d$, or $fz^2-dz+C=0$, so

$$z_\pm=\frac{d\pm\sqrt{d^2-4Cf}}{2f}.$$

The thermal cost and the semiclassical (WKB) tunnelling exponent add to

$$G(d)=\frac{E_i-d}{k_BT}+\frac2\hbar\int_{z_-}^{z_+}\sqrt{2m^*\,[V(z)+d]}\;dz. \qquad (11)$$

The smallest $G$ marks the preferred route, as a rough guide only. Equation (11) treats $d$ as continuous, although the bound levels are discrete, and the exponent on the axis omits factors that are powers of the field and can amount to orders of magnitude. Just below the top, write $d=\Delta\Phi+\delta$ and $V\approx-\Delta\Phi-\tfrac12m^*\omega^2q^2$, where $q=z-r_0$ and $m^*\omega^2=2C/r_0^3$. The integrand is $\sqrt{2m^*\delta}\,\sqrt{1-q^2/q_t^2}$ with $q_t=\sqrt{2\delta/(m^*\omega^2)}$. The integral of the second root from $-q_t$ to $q_t$ is half the area of an ellipse, $\pi q_t/2$. The tunnelling exponent becomes

$$\frac2\hbar\sqrt{2m^*\delta}\;\frac\pi2\sqrt{\frac{2\delta}{m^*\omega^2}}=\frac{2\pi\delta}{\hbar\omega}.$$

Going down by $\delta$ saves $\delta/k_BT$ and costs $2\pi\delta/\hbar\omega$. Near the top, passage over the barrier is therefore preferred if

$$k_BT>\frac{\hbar\omega}{2\pi},\qquad \hbar\omega=\sqrt{\frac{\hbar^2}{m^*}\,\frac{2C}{r_0^3}}. \qquad (12)$$

Since $r_0\propto F^{-1/2}$, $\omega$ grows as $F^{3/4}$, and the condition fails first at low temperature and high field.

## Worked example

Take a model donor with $\epsilon_r=12$, $m^*$ equal to 0.25 electron masses, $T=30$ K and $F=1$ kV/cm. The parameters are round numbers and represent no particular material. In convenient units $C=119.997$ meV nm, $k_BT=2.585$ meV, and 1 kV/cm corresponds to $f=0.1$ meV/nm.

**Level.** The radius is $a=2.540$ nm, and (6) gives $E_i=119.997/(2\times2.540)=23.62$ meV. A direct diagonalisation of the radial equation gives the same value to this accuracy.

**Barrier.** From (2) and (3),

$$r_0=\sqrt{119.997/0.1}=34.64\ \text{nm},\qquad \Delta\Phi=2\sqrt{119.997\times0.1}=6.928\ \text{meV}.$$

The saddle lies 13.6 radii from the centre, far outside the bound state. A barrier of 16.69 meV remains. As a test that does not use the saddle formula, the lowest energy at which the allowed region connects the centre to the far side was found on a grid; it gives a lowering of 6.928 meV.

**Ionisation field.** From (4),

$$f_c=\frac{23.62^2}{4\times119.997}=1.162\ \text{meV/nm},\qquad F_c=11.62\ \text{kV/cm}=1.162\times10^6\ \text{V/m}.$$

The grid test, now with the energy fixed and the field varied, also gives 11.62 kV/cm. The saddle is then at 10.16 nm, which is $4a$. The working field is well below $F_c$, and (5) gives $\Delta\Phi/E_i=\sqrt{1/11.62}=0.293$.

**Enhancement.** The ratio is $\gamma=6.928/2.585=2.680$. The one-dimensional law gives $e^\gamma=14.58$. Hartke's average gives

$$H=0.5+\frac{1+1.680\times14.58}{2.680^2}=0.5+3.55=4.05.$$

The average is smaller by a factor 3.6. In the straight-ray model off-axis directions are the reason: at 60° the lowering is only $6.928\sqrt{0.5}=4.90$ meV, and half of all directions are assigned no gain. The assumed backward term supplies $0.5/4.05$, or 12%, of the result. This share is not an error estimate: the field can turn round carriers that start backward, so their enhancement can be well above the assumed value of 1. For classical trajectories launched radially from the centre without scattering, the lowering at launch angle $\theta$ is $\Delta\Phi\cos(\theta/2)$. The backward directions then gain a mean factor of 3.9, and the total enhancement is $2(H-\tfrac12)=7.1$. In the opposite limit of diffusive escape, Onsager's result $2I_1(\gamma)/\gamma$ gives 2.2. The value 4.05 is therefore uncertain by about a factor of two either way. The closed form was tested against angular quadrature with numerically located ray maxima at 10, 30 and 100 K.

**Field dependence.** At 0.1 kV/cm, $\gamma=0.8475$ and $H=1.397$; the first three terms of (10) give 1.372, which is 2% lower. At 3 kV/cm, $\gamma=4.642$ and $H=18.1$, whereas the leading large-$\gamma$ form gives $103.7/4.642=22.3$, still 24% too high. The full expression (9) is needed over this range.

Between 1 and 3 kV/cm the mean slope of $\ln H$ is

$$\frac{\ln(18.08/4.05)}{4.642-2.680}=0.76$$

of the one-dimensional slope. A one-dimensional fit to these two points would return a permittivity too large by $1/0.7625^2=1.72$, about 21 instead of 12. This number belongs to the straight-ray model with a constant prefactor; unscattered trajectories would give about 18 and diffusive escape about 31.

**Tunnelling.** The total exponent (11) is 6.5 at the barrier top, 50.8 halfway between the ground level and the top, and 108.7 at the ground level. In a scan over energies between the level and the top, the smallest value was found at the top. The scan is formal, because this donor has no state between the ground level and the pass at $-6.93$ meV. At 1 kV/cm the $n=2$ levels lie at about $-6.8$, $-6.0$ and $-5.3$ meV, above the pass, yet they live from 60 ps to about 1 ns, so the classical barrier picture is only a rough guide here. The axis value 108.7 also overstates tunnelling from the ground level: the three-dimensional rate, in units of $C/(\hbar a)$, corresponds to an exponent of about 117. The local condition (12) agrees. With $\hbar^2/m^*=Ca=304.8$ meV nm$^2$,

$$\hbar\omega=\sqrt{304.8\times\frac{2\times119.997}{34.64^3}}=1.33\ \text{meV},\qquad \frac{\hbar\omega}{2\pi}=0.21\ \text{meV},$$

which is much less than $k_BT$. Of the two routes compared, thermal emission over the lowered barrier is therefore preferred. Heating of free carriers by the field and impact ionisation are not part of the model; in a real shallow-donor material at this field and temperature they may dominate.

## Conditions of use

Before (9) is applied, $\Delta\Phi<E_i$ must hold, that is $F<F_c$, with enough barrier left for a Boltzmann factor to make sense. Condition (12) must hold with a clear margin, since otherwise tunnelling just below the top adds noticeably to the rate. The distance between charged centres should be several times $r_0$; otherwise their potentials overlap at the saddle and (1) no longer describes it. The field must be uniform over the same distance. A field-dependent prefactor, or scattering that returns carriers to the centre, changes the rate without changing the barrier (3). Finally, the carriers must stay close to the lattice temperature and impact ionisation must be negligible. For shallow donors at low temperature this can fail well below $F_c$.

## Values computed for the example and the checks

```
relative permittivity: 12.0
effective mass / electron mass: 0.25
temperature: 30.0 K
thermal energy kT: 2.5852 meV
field F: 1.00 kV/cm
force eF: 0.1000 meV/nm
Coulomb constant C: 119.997 meV nm
effective Bohr radius a: 2.5401 nm
binding energy E_i, formula: 23.6210 meV
binding energy, radial equation: 23.6206 meV
saddle distance r0: 34.641 nm
r0 / a: 13.638
barrier lowering, formula: 6.9281 meV
barrier lowering, connectivity: 6.9282 meV
barrier lowering, Gaussian form: 6.9281 meV
remaining barrier E_i - lowering: 16.6929 meV
ionisation field, formula: 11.6243 kV/cm
ionisation field, connectivity: 11.6241 kV/cm
saddle distance at that field: 10.160 nm
ray at 60 degrees, maximum at: 48.989 nm
ray at 60 degrees, lowering: 4.8989 meV
gamma = lowering/kT: 2.6799
one-dimensional enhancement exp(gamma): 14.584
forward part of Hartke average: 3.5505
Hartke enhancement H: 4.0505
ratio exp(gamma)/H: 3.600
total exponent at barrier top: 6.457
total exponent halfway up: 50.793
total exponent at ground level: 108.706
field (kV/cm), lowering (meV), gamma, exp(gamma), H:
  0.1  2.191  0.8475  2.334  1.397
  0.3  3.795  1.4679  4.340  1.906
  1.0  6.928  2.6799  14.584  4.051
  3.0  12.000  4.6418  103.726  18.078
slope of ln H / 1D slope, 1 to 3 kV/cm: 0.7625
```
